# Infrared cancellation and finite remainder in a bound electron's perturbed self-energy, part 2

We study the infrared divergence, as the photon mass \(\mu\to0\), of the one-loop self-energy \(\Sigma\) of a bound electron under \(H\to H+\lambda\,\delta V\). Units are \(\hbar=c=m=1\), \(\alpha\) is the fine-structure constant, and \(H=\boldsymbol\alpha\cdot\mathbf p+\beta+V(\mathbf r)\), with \(V\) static and local and \(H|n\rangle=\varepsilon_n|n\rangle\).

The projector \(P\), with basis \(a',a''\), covers the whole eigenspace of the reference level \(\varepsilon_a\). A symmetry separates \(a\) from its partners, so \(P\,\delta V|a\rangle=\delta E|a\rangle\). The first-order state is \(|\delta a\rangle\).

Section 1 splits the \(\lambda\)-derivative of \(\langle a_\lambda|\Sigma_\lambda(\varepsilon_\lambda)|a_\lambda\rangle\) at \(\lambda=0\) into irreducible, reducible and vertex terms:
\[ \Delta E_{\rm irr}=\langle\delta a|\Sigma(\varepsilon_a)|a\rangle+\langle a|\Sigma(\varepsilon_a)|\delta a\rangle , \]
\[ \Delta E_{\rm red}=-\delta E\,\frac{i}{2\pi}\int d\omega\sum_n\frac{\langle a\,n|I|n\,a\rangle}{D_n^2}=\delta E\,\langle a|\Sigma'(\varepsilon_a)|a\rangle , \]
\[ \Delta E_{\rm ver}=\frac{i}{2\pi}\int d\omega\sum_{n_1n_2}\frac{\langle a\,n_2|I|n_1\,a\rangle\,\delta V_{n_1n_2}}{D_{n_1}D_{n_2}} . \]
Here \(D_n=\varepsilon_a-\varepsilon_n-\omega+i0\,\mathrm{sign}\,\varepsilon_n\). In \(\langle ab|I|cd\rangle\) particle 1 goes \(c\to a\) and particle 2 goes \(d\to b\). The Feynman-type propagator, without \(k^\mu k^\nu/\mu^2\) terms, is
\[ I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\frac{e^{i\kappa r_{12}}}{r_{12}},\qquad \kappa=\sqrt{\omega^2-\mu^2+i0},\quad \mathrm{Im}\,\kappa>0 . \]

By section 4, only the reference parts of the reducible and vertex terms, with all intermediate states in \(P\), diverge. With \(\omega_k=\sqrt{k^2+\mu^2}\) and \(j_0(x)=\sin x/x\), their kernel (section 5) is
\[ J(\mu,r)=\frac{i}{2\pi}\int d\omega\,\frac{e^{i\kappa r}/r}{(-\omega+i0)^2}=-\frac1\pi\int_0^\infty\frac{k\sin kr}{r\,\omega_k^3}\,dk . \]
It equals \(-K_0(\mu r)/\pi\). With \(R(x)=K_0(x)+\ln(x/2)+\gamma_E\ge0\), inside matrix elements
\[ \pi J=\ell(\mu)+\ln r_{12}+O(\mu^{3/2}),\qquad \ell(\mu)=\ln(\mu/2)+\gamma_E . \]
The single-pole kernel is \(e^{-\mu r}/2r\).

Section 6 uses \(\alpha_i=i[H,r_i]\) to show \(P\alpha_iP=0\). Hence \(\Delta E_{\rm ver}=+(\alpha/\pi)\delta E\ln\mu+O(1)\) and \(\Delta E_{\rm red}=-(\alpha/\pi)\delta E\ln\mu+O(1)\), and the reference parts sum to
\[ \Delta E_{\rm IR}=\frac\alpha\pi\Big[\sum_{a'a''}\langle a\,a''|\mathcal L|a'a\rangle\,\delta V_{a'a''}-\delta E\sum_{a'}\langle a\,a'|\mathcal L|a'a\rangle\Big] , \]
with \(\mathcal L=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\ln r_{12}\). A program checks these results numerically.

## 7. Test with a complete spectrum

Sections 1 and 4 concern full sums, so they are tested on a finite model that keeps all states. It is a four-component Dirac operator on 31 points of a line with spacing \(0.6\): \(H=\alpha_xp+\beta-0.6\,e^{-x^2/4}\), \(\delta V=0.2\,e^{-x^2/2}+0.3\,x\,e^{-x^2/16}\alpha_y\), coupling \(\alpha=1\), photon cutoff \(e^{-k^2/9}\). The photon momenta are the 176 nodes of a fixed quadrature grid, which counts as part of the model. The three terms and the central difference below share this grid, so their agreement tests the decomposition and not the convergence in \(k\); on a converged grid the irreducible term and the total at \(\mu=0.05\) move by about \(5\times10^{-6}\) (the total to \(-0.0319137\)), and the vertex term and the small-\(\mu\) sum by about \(5\times10^{-7}\). The operator \(\beta\Sigma_z\) is the separating symmetry and the lowest positive level is doubly degenerate. On a line the identity \(\alpha_i=i[H,r_i]\) of section 6 is available only for \(\alpha_x\), and on the grid only approximately, since \([p,x]=-i\) is not exact there. Here reflection symmetry is enough for \(P\alpha_iP=0\), since upper and lower components have opposite parity in \(x\) and every \(\alpha_i\) connects them. It is not needed. For any local \(V(x)\), \([H,\alpha_x]=2\beta\alpha_x\) gives \(P\beta\alpha_xP=0\) exactly on the grid, and \(\alpha_y=i\alpha_x\beta\,(\beta\Sigma_z)\) and \(\alpha_z=i(\beta\Sigma_y)\beta\alpha_x\) differ from \(\beta\alpha_x\) by operators that commute with \(H\). The \(\alpha_x\) element vanishes because the upper component can be chosen real and the lower imaginary.

The level is \(\varepsilon_a=0.629878\), with \(\delta E=0.245909\) and \(0.012993\) for the partner, so \(P\delta VP\) is not proportional to \(P\). At \(\mu=0.05\) the three terms add to \(-0.0644314+0.1709601-0.1384375=-0.0319088\), and a central difference of the self-energy in \(\lambda\) gives \(-0.0319088\). Between \(\mu=10^{-5}\) and \(10^{-6}\) the complete vertex term has slope \((-0.8039708+0.9842061)/\ln10=0.0782752\), equal to \(\delta E/\pi\), and the reducible slope is its negative. Their sum stays at \(0.0325477\). The program also asserts that the irreducible term and the non-reference parts have slopes below \(10^{-7}\).

## 8. The \(1s\) state in a magnetic field

Take a point nucleus, \(V=-z/r\), \(z=Z\alpha\), \(\gamma=\sqrt{1-z^2}\), \(b=z/(1+\gamma)\). The ground state is
\[ \psi=\frac{G(r)}{\sqrt{4\pi}\,r}\begin{pmatrix}\chi\\ i\,b\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad G\propto r^\gamma e^{-zr},\qquad\varepsilon=\gamma . \]
With lower radial function \(F=-bG\), the equations \(G'-G/r=(\varepsilon+1-V)F\) and \(F'+F/r=-(\varepsilon-1-V)G\) both reduce to \(b(1+\gamma)=z\) and \(bz=1-\gamma\), which hold. The radial density is \(\mathcal P=(1+b^2)G^2=p^{\nu+1}r^\nu e^{-pr}/\Gamma(\nu+1)\), with \(p=2z\), \(\nu=2\gamma\).

Since \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), the transition density is \(\chi'^\dagger\chi\,\mathcal P/4\pi r^2\), which vanishes for a spin flip. The current contains \(ib\,\chi'^\dagger[\sigma_i,\sigma_j]\hat r_j\chi=-2b\,\epsilon_{ijk}\hat r_js_k\) with \(\mathbf s=\chi'^\dagger\boldsymbol\sigma\chi\). Using \(1+b^2=2/(1+\gamma)\), so that \(2b/(1+b^2)=z\),
\[ \mathbf j=z\,\frac{\mathcal P}{4\pi r^2}\,\mathbf s\times\hat{\mathbf r} . \]
Its volume integral is zero, as section 6 requires. For \(a\) (spin up) \(|\mathbf s|^2=1\); for the flip to the partner \(\bar a\), \(\mathbf s=(1,i,0)\) (the reverse flip has \(\mathbf s^*\)) and \(|\mathbf s|^2=2\).

The Zeeman perturbation is \(\delta V=|e|\,\boldsymbol\alpha\cdot\mathbf A=\mu_BB\,(\mathbf r\times\boldsymbol\alpha)_z\), with \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\) and \(\mu_B=|e|/2\). The angular average of \(\hat{\mathbf r}\times(\mathbf s\times\hat{\mathbf r})=\mathbf s-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)\) is \(\tfrac23\mathbf s\), and \(\langle r\rangle=(\nu+1)/p\). The matrix element is \(\mu_BB\,s_z(1+2\gamma)/3\). Thus \(\delta E=g\mu_BB/2\) with \(g=\tfrac23(1+2\gamma)\), \(\delta V_{\bar a\bar a}=-\delta E\) and \(\delta V_{a\bar a}=0\).

Let \(M_{aa}\) and \(M_{\rm fl}\) be the elements \(\langle aa|\cdot|aa\rangle\) and \(\langle a\bar a|\cdot|\bar aa\rangle\) of \((1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\pi J\). For every \(\mu\),
\[ \Delta E^{\rm ref}_{\rm ver}=\frac\alpha\pi\delta E\,(M_{aa}-M_{\rm fl}),\qquad\Delta E^{\rm ref}_{\rm red}=-\frac\alpha\pi\delta E\,(M_{aa}+M_{\rm fl}) , \]
and the sum is \(-2(\alpha/\pi)\delta E\,M_{\rm fl}\). For a spherically symmetric scalar \(\delta V\) the vertex would carry \(+M_{\rm fl}\) and the sum would vanish.

In momentum space, \(\int(d\Omega/4\pi)\,e^{i\mathbf k\cdot\mathbf r}\hat{\mathbf r}=i\hat{\mathbf k}\,j_1(kr)\). The two currents transform to \(+ih\,\mathbf s\times\hat{\mathbf k}\) and \(-ih\,\mathbf s^*\times\hat{\mathbf k}\), with \(h=z\int\mathcal Pj_1(kr)\,dr\), and the average of \(|\mathbf s\times\hat{\mathbf k}|^2\) is \(\tfrac23|\mathbf s|^2\). With \(\rho=\int\mathcal Pj_0(kr)\,dr\),
\[ M_{aa}=-\int_0^\infty\frac{k^2dk}{\omega_k^3}\big[\rho^2-\tfrac23h^2\big],\qquad M_{\rm fl}=\frac43\int_0^\infty\frac{k^2dk}{\omega_k^3}\,h^2 . \]
Because \(\rho(0)=1\) and \(h\propto k\), only \(M_{aa}\) diverges. Because \(k^2/\omega_k^3<1/k\), \(M_{\rm fl}\) approaches its limit \(L_{\rm fl}=\tfrac43\int h^2dk/k\) from below.

In position space the limits are the elements \(L_{aa}\), \(L_{\rm fl}\) of \(\mathcal L\). Let \(x=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\) and \(t=r_</r_>\), so \(\ln r_{12}=\ln r_>+\tfrac12\ln(1-2tx+t^2)\). At fixed \(x\) the average of \(\hat r_{1i}\hat r_{2j}\) is \(x\,\delta_{ij}/3\), so \((\mathbf s\times\hat{\mathbf r}_1)\cdot(\mathbf s^*\times\hat{\mathbf r}_2)=|\mathbf s|^2x-(\mathbf s\cdot\hat{\mathbf r}_2)(\mathbf s^*\cdot\hat{\mathbf r}_1)\) averages to \(\tfrac23|\mathbf s|^2x\). Therefore
\[ L_{aa}=\langle\ln r_{12}\rangle-\tfrac23z^2C_1,\qquad L_{\rm fl}=-\tfrac43z^2C_1 , \]
where \(C_1\) is the radial average of \(c_1(t)=\tfrac14\int_{-1}^1x\ln(1-2tx+t^2)\,dx\). Integrating by parts with \((x^2-1)/2\), setting \(q=(1+t^2)/2t\), and using \(1-x^2=(1-q^2)+(q-x)(q+x)\),
\[ c_1=-\frac18\int_{-1}^1\frac{1-x^2}{q-x}dx=-\frac18\Big[\frac{1+t^2}{t}-\frac{(1-t^2)^2}{2t^2}\ln\frac{1+t}{1-t}\Big] . \]
The moment without \(x\) follows from \(\int\ln y\,dy=y\ln y-y\) between \(y=(1\mp t)^2\): \(c_0=[(1+t)^2\ln(1+t)-(1-t)^2\ln(1-t)-2t]/4t\). Setting \(r_<=t\,r_>\), doubling for the two orderings, and using \(\int r^{2\nu+1}e^{-p(1+t)r}dr=\Gamma(2\nu+2)/[p(1+t)]^{2\nu+2}\),
\[ \langle c\rangle=\frac{2\,\Gamma(2\nu+2)}{\Gamma(\nu+1)^2}\int_0^1\frac{t^\nu c(t)\,dt}{(1+t)^{2\nu+2}} . \]
Differentiating the same radial integral with respect to its exponent replaces \(\ln r_>\) by \(\psi(2\nu+2)-\ln[p(1+t)]\), with \(\psi\) the digamma function; \(\langle\ln r_{12}\rangle\) is the average of this plus \(c_0\).

The limit \(z\to0\) has \(\nu=2\). With \(u=k/p\) and \(j_1(y)=\sin y/y^2-\cos y/y\),
\[ \frac hz=\frac12\Big[\frac{1}{u(1+u^2)}-\frac{1-u^2}{u(1+u^2)^2}\Big]=\frac{u}{(1+u^2)^2},\qquad\int_0^\infty\frac{u\,du}{(1+u^2)^4}=\frac16 . \]
So \(L_{\rm fl}\to\tfrac29z^2\); the program finds \(0.222222\) for \(L_{\rm fl}/z^2\) at \(z=0.001\). Since \(\Delta E_{\rm IR}/\delta E=\Delta g_{\rm IR}/g\), one has \(\Delta g_{\rm IR}=-2(\alpha/\pi)gL_{\rm fl}\), which tends to \(-\tfrac89(\alpha/\pi)z^2\) at leading order in \(z\).

## 9. Numbers for Mo\(^{41+}\)

The level of theory is Dirac–Coulomb, point and spinless nucleus, no recoil, \(Z=42\). The digits below belong to this model: a uniformly charged nucleus of rms radius 4.41 fm raises \(g\) by \(5\times10^{-6}\), lowers \(L_{\rm fl}\) by \(1.3\times10^{-6}\) and moves \(\Delta g_{\rm IR}\) to \(-1.86231\times10^{-4}\). Then \(z=0.30648881\), \(\gamma=0.95187426\), \(g=\tfrac23(1+2\times0.95187426)=1.9358323\), and at \(B=1\) T, \(\delta E=1.9358323\times5.7883818\times10^{-5}/2=5.602668\times10^{-5}\) eV. The position-space averages, with \(r\) in \(\hbar/mc\), are \(\langle\ln r_{12}\rangle=1.79584900\) and \(C_1=-0.16534684\). Hence \(L_{\rm fl}=\tfrac43(0.30648881)^2(0.16534684)=0.0207092\) and \(L_{aa}=1.7958490+0.0207092/2=1.8062036\).

The momentum-space values, with \(\mu\) in \(mc^2\) and energies in \((\alpha/\pi)\delta E\), are:

| \(\mu\) | \(M_{aa}\) | ver | red | sum |
|---|---|---|---|---|
| \(10^{-2}\) | −2.9201918 | −2.9407564 | 2.8996273 | −0.0411291 |
| \(10^{-4}\) | −7.5200695 | −7.5407787 | 7.4993603 | −0.0414184 |
| \(10^{-6}\) | −12.1252385 | −12.1459477 | 12.1045292 | −0.0414185 |

At \(\mu=10^{-6}\) the asymptotic form gives \(\ell+L_{aa}=-13.9314421+1.8062036=-12.1252385\), equal to the momentum-space \(M_{aa}\); the program asserts agreement to \(10^{-8}\) there and to \(10^{-5}\) at \(\mu=10^{-4}\). At \(\mu=10^{-2}\) it gives \(-4.7211017+1.8062036=-2.9148981\), and \(M_{aa}\) lies \(0.0052937\) lower. This difference is the matrix element of \(R\), and its sign agrees with \(R\ge0\) in the charge part. The sum at \(\mu=10^{-2}\) is \(0.7\%\) smaller in magnitude than its limit \(-2L_{\rm fl}=-0.0414185\), on the side derived in section 8.

The remainder is \(\Delta g_{\rm IR}=-0.0414185\times1.9358323\times2.3228195\times10^{-3}=-1.86242\times10^{-4}\), or \(\Delta E_{\rm IR}=-5.390\times10^{-9}\) eV \(=-1.303\) MHz at 1 T for the spin-up level. The small-\(z\) form gives \(-1.93951\times10^{-4}\). The ratio of the full value to it is \(0.960\), the product of \(g/2=0.9679\) and \(0.220462/0.222222=0.9921\). This \(\Delta g_{\rm IR}\) is the reference-state piece of the self-energy correction with the propagator of section 1. It is not an observable by itself. The irreducible term and the non-reference vertex and reducible parts complete the self-energy correction, and vacuum polarization contributes to the \(g\) factor at the same order in \(\alpha\). Apart from the finer-grid and nuclear-size shifts given as caveats, every value quoted is either printed by the numerical check below or follows from printed values by the arithmetic shown.

## Computed results

```
kernel mu=0.3 r=1.3: contour -0.36182505, -K0/pi -0.36182505
single pole: contour 0.26040649, exp(-mu r)/2r 0.26040649
model (mc^2): eps_a 0.629878, dE 0.245909, partner dV 0.012993
model mu=0.05: irr -0.0644314 red 0.1709601 ver -0.1384375
model mu=0.05: sum -0.0319088, finite difference -0.0319088
model mu=1e-05: red 0.8365185 ver -0.8039708 red+ver 0.0325477
model mu=1e-06: red 1.0167538 ver -0.9842061 red+ver 0.0325477
model slopes in ln mu: red -0.0782752 ver 0.0782752; dE/pi 0.0782752
Mo41+: Z=42, alpha=0.0072973526, alpha/pi=2.32281946e-03
z=Z alpha=0.30648881, gamma=eps_1s=0.95187426 mc^2, eps_n=2=0.98789530 mc^2
|<2s|z|2p1/2>|=5.426087 hbar/mc, |<2s|alpha_z|2p1/2>|=8.3e-17
|<1s|z|2p1/2>|=1.355933 hbar/mc, |<1s|alpha_z|2p1/2>|=0.048842
Dirac g(1s)=1.93583235; mu_B=5.7883818e-05 eV/T; dE(B=1 T, m=+1/2)=5.602668e-05 eV
<ln r12>=1.79584900, <cos-moment c1>=-0.16534684 (r in hbar/mc)
L_aa=1.80620361, L_fl=0.02070923, L_fl/z^2=0.220462
L_fl/z^2 at z=0.001: 0.222222; 2/9=0.222222
reference parts in units (alpha/pi) dE; mu in mc^2
mu=1e-02: ln(mu/2)+gE -4.7211017 M_aa -2.9201918 M_fl 0.0205646
mu=1e-02: ver -2.9407564 red 2.8996273 sum -0.0411291
mu=1e-04: ln(mu/2)+gE -9.3262719 M_aa -7.5200695 M_fl 0.0207092
mu=1e-04: ver -7.5407787 red 7.4993603 sum -0.0414184
mu=1e-06: ln(mu/2)+gE -13.9314421 M_aa -12.1252385 M_fl 0.0207092
mu=1e-06: ver -12.1459477 red 12.1045292 sum -0.0414185
limit of sum -2 L_fl = -0.0414185 (alpha/pi) dE
Delta g_IR=-1.862418e-04; small-z form -(8/9)(alpha/pi)z^2=-1.939511e-04
Delta E_IR(B=1 T)=-5.39019e-09 eV = -1.3033 MHz
```
